# Random dopants and the Takeuchi normalization of threshold variance

An n-channel MOS transistor has gate length $L$, gate width $W_g$ and gate area $A=LW_g$. Its p-type body has a uniform mean acceptor density $N$, but the acceptors sit at independent random positions, so nominally identical transistors differ in threshold voltage $V_T$. The problem is to find the standard deviation $\sigma$ of $V_T$, and to write it in a form from which the doping has disappeared.

**Conventions.** Depth $x$ runs from the channel plane, where the electrons sit, into the body. The capacitance per area between gate and channel plane is $C=\epsilon_{ox}/T_{inv}$, which defines the electrical oxide thickness $T_{inv}$. The potential $\psi(x)$ is zero in the neutral body, and $\psi_s=\psi(0)$. The elementary charge is $q>0$, and $\theta=kT/q$. The gate voltage at threshold, $V_T$, is measured from the source; the source lies $V_{SB}\ge0$ above the body. The drain bias is small. The channel is long and wide enough for edges to be neglected. At threshold the electron charge is neglected beside the acceptor charge, and so are acceptors between the oxide and the channel plane.

**(a) Which combination of voltages is proportional to the depletion charge?**

*Solution.* In the depletion approximation, holes are absent for $0<x<W$ and the body is neutral beyond $W$. The charge density is $-qN$, so Poisson's equation is

$$\psi''=\frac{qN}{\epsilon_s},\qquad \psi(W)=\psi'(W)=0 .$$

Integrating twice from the depletion edge gives

$$\psi=\frac{qN}{2\epsilon_s}(W-x)^2,\qquad \psi_s=\frac{qNW^2}{2\epsilon_s}.$$

The magnitude of the depletion charge per area is $Q=qNW=-\epsilon_s\psi'(0)$. The gate carries the opposite charge, and the voltage across $C$ is $Q/C$. From gate to body, therefore,

$$V_{GS}+V_{SB}=V_{FB}+\psi_s+\frac{Q}{C},$$

where $V_{FB}$ is the flat-band voltage. Threshold is taken at $\psi_s=2\phi_F+V_{SB}$, with $\phi_F=\theta\ln(N/n_i)$ and $n_i$ the intrinsic density. The body bias cancels from the explicit terms:

$$V_T=V_{FB}+2\phi_F+\frac{Q}{C}.$$

Define $V_0=-(V_{FB}+2\phi_F)$. Then

$$V_T+V_0=\frac{Q}{C}=\frac{qNW}{C}. \tag{1}$$

The offset removes the part of the threshold that does not come from depletion charge. For an n$^+$ gate with its Fermi level at the conduction-band edge, no oxide charge and the intrinsic level at midgap, $V_{FB}=-E_g/(2q)-\phi_F$. Hence $V_0=E_g/(2q)-\phi_F$. At the heavy doping of part (g) the two terms nearly cancel, which makes $V_0$ small there.

**(b) A thin sheet of $D$ extra acceptors per area is added at depth $x_0<W$. By how much does the threshold rise?**

*Solution.* It costs nothing to let the mean doping $N(x)$ depend on depth here. Multiply $\psi''=qN(x)/\epsilon_s$ by $x$ and integrate by parts:

$$\frac{q}{\epsilon_s}\int_0^W xN\,dx=\big[x\psi'-\psi\big]_0^W=\psi_s .$$

The surface potential thus fixes the first moment of the charge. At threshold the channel must hold the same electron density as before, so $\psi_s$ is held fixed. The sheet adds $x_0D$ to the moment, and the depletion edge moves by $\delta W$ to compensate:

$$0=x_0D+W N(W)\,\delta W\quad\Rightarrow\quad N(W)\,\delta W=-\frac{x_0}{W}D .$$

The total charge changes by the sheet and by the strip lost at the edge:

$$\delta Q=q\big[D+N(W)\,\delta W\big]=qD\left(1-\frac{x_0}{W}\right).$$

Since $V_{FB}$ and $\psi_s$ are unchanged, to first order in $D$

$$\delta V_T=\frac{qD}{C}\left(1-\frac{x_0}{W}\right). \tag{2}$$

An acceptor at the channel plane has its full effect. One at the depletion edge has none, because it merely replaces charge that would have been uncovered there.

**(c) The depletion edge is not sharp. What replaces the weight $1-x_0/W$ when mobile holes are kept, for uniform doping?**

*Solution.* With Boltzmann holes of density $Ne^{-\psi/\theta}$,

$$\psi''=\frac{qN}{\epsilon_s}\left(1-e^{-\psi/\theta}\right).$$

The sheet changes $\psi$ by $\delta\psi$, which to first order obeys

$$\delta\psi''-\kappa^2(x)\,\delta\psi=\frac{qD}{\epsilon_s}\delta(x-x_0),\qquad \kappa^2=\frac{qN}{\epsilon_s\theta}e^{-\psi/\theta},$$

with $\delta\psi=0$ at the surface and deep in the body. Let $u$ solve $u''=\kappa^2u$, with $u(0)=1$ and $u\to0$ at depth. Multiply the equation for $\delta\psi$ by $u$, use $\kappa^2u=u''$, and integrate:

$$\int_0^\infty(u\,\delta\psi''-u''\delta\psi)\,dx=\big[u\,\delta\psi'-u'\delta\psi\big]_0^\infty=-\delta\psi'(0)=\frac{qD}{\epsilon_s}u(x_0).$$

Therefore $\delta Q=-\epsilon_s\delta\psi'(0)=qD\,u(x_0)$, and $u$ is the weight. To find it, differentiate the equation for $\psi$ once: $\psi'''=\kappa^2\psi'$. The field profile itself solves the equation for $u$, so

$$u(x)=\frac{\psi'(x)}{\psi'(0)} .$$

In the depletion approximation $\psi'\propto W-x$, and the weight of part (b) returns.

A numerical solution of the nonlinear equation, for the silicon example of part (g) and an added sheet of $10^{-4}NW$, tests this. At $x_0/W=0.2$, $0.6$ and $1.0$ the weights are 0.797, 0.392 and 0.057, against 0.800, 0.400 and 0 from the sharp edge. The small deficit inside the layer follows from the first integral of the equation,

$$\psi'^2=\frac{2qN}{\epsilon_s}\left[\psi-\theta\left(1-e^{-\psi/\theta}\right)\right].$$

At the surface, where $\psi_s\gg\theta$, this replaces $\psi_s$ by $\psi_s-\theta$. The field then falls linearly as if the layer had thickness $W\sqrt{1-\theta/\psi_s}$, which is 1.3 % less than $W$ in the example. The non-zero weight at $W$ is the hole tail.

**(d) A real acceptor is a point, not a sheet. What threshold shift does one acceptor cause?**

*Solution.* Its potential varies along the channel, so we need to know which average the current sees. Near and below threshold the local sheet conductance is $g=g_0e^{\delta\psi/\theta}$, where $\delta\psi$ is the local change of surface potential. Let $\varphi$ be the potential that drives the current, with a drop $V$ along the channel. The conductance $G$ satisfies

$$GV^2=\int g\,|\nabla\varphi|^2\,dA .$$

At fixed terminal voltages this integral is stationary with respect to $\varphi$, so a first-order change of $\varphi$ contributes nothing. In the unperturbed rectangle $|\nabla\varphi|=V/L$ and $G_0=g_0W_g/L$. Hence

$$\frac{\delta G}{G_0}=\frac{1}{G_0L^2}\int\delta g\,dA=\frac1A\int\frac{\delta g}{g_0}\,dA=\frac{\overline{\delta\psi}}{\theta}.$$

To first order every part of the channel counts equally, and the current sees the area average $\overline{\delta\psi}$. Averaging the linearized Poisson equation over the area removes the lateral derivatives, apart from edge terms. What remains is the one-dimensional problem with $D=1/A$.

The average surface potential at fixed gate voltage follows from

$$0=\overline{\delta\psi}+\frac{\delta Q}{C},\qquad \delta Q=\frac qA\left(1-\frac{x_0}{W}\right)+C_d\,\overline{\delta\psi}.$$

Here $C_d=dQ/d\psi_s=\epsilon_s/W$, because $Q=\sqrt{2\epsilon_sqN\psi_s}$ gives $dQ/d\psi_s=Q/(2\psi_s)$. Solving,

$$\overline{\delta\psi}=-\frac{q(1-x_0/W)}{A(C+C_d)} .$$

A gate step $\delta V_G$ raises the surface potential by $\delta V_G/m$, with $m=1+C_d/C$. To restore the current, the gate must rise by

$$\delta V_T=-m\,\overline{\delta\psi}=\frac{q}{CA}\left(1-\frac{x_0}{W}\right). \tag{3}$$

This agrees with (2) for $D=1/A$. The argument requires $|\delta\psi|\ll\theta$ everywhere, which part (h) examines.

**(e) Find the variance of $V_T$ for independently placed acceptors.**

*Solution.* A slice between $x$ and $x+dx$ contains $NA\,dx$ acceptors on average. The number is Poisson distributed, so its variance is also $NA\,dx$, and different slices are independent. Variances of independent contributions add, each multiplied by the square of the shift (3):

$$\sigma^2=\int_0^W\left(\frac{q}{CA}\right)^2\left(1-\frac xW\right)^2NA\,dx .$$

With $s=1-x/W$ the integral over depth is $W\int_0^1s^2ds=W/3$, so

$$\sigma^2=\frac{q^2NW}{3C^2A}. \tag{4}$$

If all $NWA$ acceptors acted at full strength, the factor 3 would be absent. The adjustment of the depletion edge thus lowers $\sigma$ by a factor $\sqrt3$.

**(f) Eliminate the doping from the variance. How does the result change if the surface layer is undoped?**

*Solution.* Equation (4) contains $N$ and $W$ only through $qNW$, which by (1) equals $C(V_T+V_0)$:

$$\sigma^2=\frac{q}{3C^2A}\,C(V_T+V_0)=\frac{q(V_T+V_0)}{3CA}.$$

Inserting $C=\epsilon_{ox}/T_{inv}$ gives the Takeuchi normalization:

$$\boxed{\sigma^2=\frac{q}{3\epsilon_{ox}}\,\frac{T_{inv}(V_T+V_0)}{LW_g}},\qquad \sigma=B\sqrt{\frac{T_{inv}(V_T+V_0)}{LW_g}},\qquad B=\sqrt{\frac{q}{3\epsilon_{ox}}}.$$

The thickness multiplies the sum $V_T+V_0$. In this model $B$ contains neither doping nor geometry, so transistors of different design can be compared through it.

The power of $T_{inv}$ depends on what is held fixed. At fixed doping and body bias, (4) gives $\sigma\propto T_{inv}$. At fixed $V_T+V_0$, a thicker oxide needs less depletion charge, and $\sigma\propto\sqrt{T_{inv}}$. At fixed oxide and area, $W\propto\sqrt{\psi_s/N}$ gives $\sigma\propto(N\psi_s)^{1/4}$, so doping acts weakly.

For a depth-dependent mean doping, the weight of part (b) still holds. The same steps replace $1/3$ by

$$\gamma=\frac{\int_0^WN(x)(1-x/W)^2dx}{\int_0^WN(x)\,dx},$$

provided $V_0$ is defined with the actual threshold surface potential. Take $N=0$ for $x<a$ and uniform doping from $a$ to $W$. The numerator is $NW(1-a/W)^3/3$ and the denominator is $NW(1-a/W)$, so

$$\gamma=\frac13\left(1-\frac aW\right)^2 .$$

At fixed $V_T+V_0$, $T_{inv}$ and area, $\sigma$ falls by the factor $1-a/W$. In the opposite limit, with all acceptors at the channel plane, $\gamma=1$.

**(g) Evaluate the result for $N=2\times10^{18}$ cm$^{-3}$, $T_{inv}=2.2$ nm, $L=200$ nm, $W_g=100$ nm, an n$^+$ gate, 300 K and no body bias. Can one offset serve for other dopings?**

*Solution.* Take $E_g=1.12$ eV, $n_i=10^{10}$ cm$^{-3}$ and relative permittivities 3.9 for the oxide and 11.7 for silicon. Then $\phi_F=0.494$ V, $\psi_s=0.988$ V and $W=25.3$ nm. The depletion charge is 0.810 μC/cm² and $C=1.570$ μF/cm². Hence

$$V_T+V_0=\frac{0.810}{1.570}\ \text{V}=0.516\ \text{V},\qquad V_0=0.560-0.494=0.066\ \text{V},$$

and $V_T=0.450$ V. In convenient units $B=1.244$ mV μm/(nm V)$^{1/2}$. With the area $0.2\times0.1=0.02$ μm²,

$$\sigma=1.244\sqrt{\frac{2.2\times0.516}{0.02}}\ \text{mV}=9.37\ \text{mV}.$$

Counting gives the same value. One acceptor at the channel plane shifts the threshold by $q/(CA)=0.5104$ mV, and 1011 acceptors are depleted on average, so $\sigma=0.5104\sqrt{1011/3}=9.37$ mV.

The variance was also tested without using the weight. In 20 000 samples of random depths, the depletion edge was placed where the summed depths reached the value fixed by $\psi_s$. The spread of the resulting charge gave 9.37 mV, with a sampling error of about 0.5 %.

The offset is not a true constant. For the n$^+$ gate, $dV_0/d\ln N=-\theta$, or about $-18$ mV per doubling of $N$ at 300 K. The next comparison keeps $T_{inv}$, area and temperature fixed and takes $V_T$ and $\sigma$ from the full hole profile of part (c). The last column divides this $\sigma$ by the formula with $V_0$ frozen at 0.066 V.

| $N$ (cm$^{-3}$) | $V_T$ (V) | own $V_0$ (V) | $\sigma$ (mV) | ratio |
|---|---|---|---|---|
| $5\times10^{17}$ | 0.143 | 0.102 | 6.47 | 1.08 |
| $1\times10^{18}$ | 0.270 | 0.084 | 7.77 | 1.03 |
| $2\times10^{18}$ | 0.443 | 0.066 | 9.32 | 1.00 |
| $4\times10^{18}$ | 0.686 | 0.048 | 11.19 | 0.99 |

With its own offset, each row agrees with the formula to 0.2 %. A frozen offset does worst in the row of lowest threshold, where its error is the largest fraction of the sum: at $5\times10^{17}$ cm$^{-3}$ the expected ratio is $\sqrt{(0.143+0.102)/(0.143+0.066)}=1.08$, as found.

Body bias changes $W$ at fixed doping and leaves $V_0$ alone. In the same full calculation, $V_{SB}=0.5$ V raises $V_T$ from 0.443 to 0.562 V and $\sigma$ from 9.32 to 10.34 mV. The formula with unchanged offset agrees to 0.1 %.

**(h) Which neglected effects matter for this transistor?**

*Solution.* The condition $|\delta\psi|\ll\theta$ fails. The potential of randomly placed point acceptors, computed on a lateral grid of 5 nm, has a local rms of 36 mV at the channel plane, against $\theta=26$ mV. The value grows as the grid is refined, to 39 mV at 2.5 nm and about 41 mV in the continuum limit. Current then favours easy paths, and the area average of part (d) is no longer assured.

To size the effect, this potential was used in a network of local conductances for 400 devices. In a test on 20 of them with the potential reduced a thousandfold, the network reproduced the area average to within 5 % of its standard deviation. At full strength $\sigma$ was 10.6 mV, against 9.6 mV from the area averages of the same devices; each value has a sampling error of 3.5 %. The ratio changes from one set of 400 devices to another: values of 1.07 to 1.11 occur, each uncertain by 2 to 3 %, and refining the grid to 1.25 nm does not change the ratio within that error. In this network the nonlinear increase is thus somewhat under or about a tenth. The network's shift of the mean threshold, about 2 mV, is an error of its 5 nm grid: it falls below 0.5 mV on grids of 2.5 and 1.25 nm and should not be read as a physical effect. Screening by channel electrons is left out.

Quantum confinement lifts the lowest electron energies above the band edge. In a triangular well with the surface field of 0.78 MV/cm, the potential at the oxide interface must rise by a further 105 mV to hold the classical electron density. (In the parabolic depletion potential, with the slightly higher field at the interface, this rise and the fall described next are both about 109 mV.) The same well puts the mean electron position 1.3 nm below the oxide, and over that distance the potential falls by about 0.10 V. Our $\psi_s$ belongs to the channel plane, not to the interface, so the rise and the fall nearly cancel in it. The fall is already part of $Q/C$, because $T_{inv}$ includes the silicon above the channel plane. At given doping and $T_{inv}$, the offset therefore barely changes in this example, and neither does the contribution to $\sigma$ of the acceptors below the channel plane. Confinement acts mainly by making $T_{inv}$ larger than the oxide itself.

Adding the full 105 mV to $\psi_s$ while keeping $T_{inv}$ would count the fall twice. The output lines that give an offset of $-0.040$ V and a $\sigma$ of 9.610 mV do this, and they do not apply to the conventions used here.

The acceptors between the oxide and the channel plane were left out. Including them raises $\sigma$ by 3 to 4 % at fixed $V_T+V_0$. At fixed doping and $T_{inv}$ they also add charge: $V_T$ rises by about 25 mV and $\sigma$ by about 6 %, to 9.9 mV.

Source and drain support part of the depletion charge. A geometric estimate with 25 nm deep junctions gives a loss of 9 % of $Q$, which lowers the threshold by about 0.05 V. The estimated fraction varies as $1/L$ at fixed $W$ and junction depth, so it would be about 31 % at $L=60$ nm. The uniform long-channel model is then a poor description.

The following effects are smaller. The classical inversion charge at threshold is 1.3 % of $Q$, and hole degeneracy shifts the Fermi potential by about 0.6 mV. Incomplete ionization in the neutral body is larger: for an isolated boron level 45 meV above the valence band it would lower $\phi_F$ by about 16 mV, an upper estimate at this doping. With threshold kept at $2\phi_F$ this moves $V_0$ by the same amount and $\sigma$ by under 1 %. Narrowing of the gap by heavy doping is also left out, so $V_0$ is uncertain by more than its last digits. At 398 K, with the gap held fixed, $\sigma$ is 9.2 mV. The oxide field of 2.3 MV/cm is well below the rough 10 MV/cm at which good silicon dioxide breaks down.

**(i) How does the example compare with a real transistor?**

*Solution.* The doping and electrical thickness are rough typical values for bulk silicon transistors of the 65-nm generation. The gate length is well above the minimum of that generation, a choice that limits charge sharing. Real devices break the assumption of uniform doping, because implants shape the profile in depth and near source and drain. For depth alone, part (f) sizes the consequence at fixed $V_T+V_0$, $T_{inv}$ and area. An undoped surface layer with $a/W=0.2$ would reduce $\sigma$ from 9.4 to 7.5 mV, while acceptors concentrated at the channel plane would raise it to 16.2 mV. Roughness of the gate edge and variation of the gate material are further sources of spread, and independent sources add in variance. A value of $B$ extracted from measured thresholds therefore need not equal $\sqrt{q/(3\epsilon_{ox})}$, and a difference does not by itself identify its cause. The full set of computed values is in the numerical output below.

## Numbers as computed

```
Acceptor density N = 2.00e+18 cm^-3
Electrical thickness T_inv = 2.20 nm
Gate length L = 200 nm, width Wg = 100 nm
Temperature = 300 K, kT/q = 25.85 mV
Gap = 1.12 eV, intrinsic density = 1.0e+10 cm^-3
Relative permittivities: oxide 3.9, silicon 11.7
C_inv = 1.570 uF/cm^2
Fermi potential phi_F = 0.4941 V, psi_s = 0.9883 V
Flat-band voltage V_FB = -1.0541 V
Depletion depth W = 25.28 nm
Depletion charge Q = 0.8100 uC/cm^2
Offset V_0 = 0.0659 V, threshold V_T = 0.4502 V
V_T + V_0 = 0.5161 V
Mean number of depleted acceptors = 1011.1
V_T shift of one acceptor at channel plane = 0.5104 mV
B = 3.9327e-05 V^0.5 m^0.5 = 1.2436 mV um/(nm V)^0.5
sigma_VT formula = 9.370 mV
sigma_VT random depths = 9.370 mV (20000 samples)
Weight at x/W = 0.200: Poisson 0.7970, depletion 0.7997
Weight at x/W = 0.401: Poisson 0.5941, depletion 0.5994
Weight at x/W = 0.600: Poisson 0.3925, depletion 0.4004
Weight at x/W = 0.800: Poisson 0.1950, depletion 0.2002
Weight at x/W = 1.000: Poisson 0.0573, depletion -0.0001
N=5.0e+17 cm^-3: V_T=0.143 V, V_0=0.102 V, sigma=6.47 mV
  sigma/formula: own offset 1.0020, fixed offset 1.0845
N=1.0e+18 cm^-3: V_T=0.270 V, V_0=0.084 V, sigma=7.77 mV
  sigma/formula: own offset 1.0019, fixed offset 1.0283
N=2.0e+18 cm^-3: V_T=0.443 V, V_0=0.066 V, sigma=9.32 mV
  sigma/formula: own offset 1.0018, fixed offset 1.0018
N=4.0e+18 cm^-3: V_T=0.686 V, V_0=0.048 V, sigma=11.19 mV
  sigma/formula: own offset 1.0017, fixed offset 0.9897
Body bias 0.5 V: V_T = 0.562 V, sigma = 10.34 mV
  sigma/formula with unchanged offset = 1.0010
Body factor m = 1.2611
Local surface-potential rms (5 nm grid) = 36.2 mV
Network, 400 devices: linear sigma = 9.56 mV
Network, full amplitude: sigma = 10.64 mV
  full/linear sigma = 1.112, sampling error of each 3.5 %
  mean V_T shift, full amplitude = 2.09 mV
Surface field = 0.782 MV/cm, oxide field = 2.346 MV/cm
Quantum rise of psi_s = 105.4 mV, offset becomes -0.040 V
  sigma with quantum rise = 9.610 mV
Electron centroid = 1.33 nm
  sigma change at fixed V_T+V_0 from dopants above it = 3.8 %
Charge sharing, junction depth 25 nm: lost charge = 9.2 %
Inversion/depletion charge at threshold (classical) = 1.31 %
Hole degeneracy shift (Nv=3e+19 cm^-3) = 0.61 mV
sigma change for 50 mV offset error = 4.7 %
At 398 K: V_0 = 0.102 V, sigma = 9.194 mV
```
